\section{Vibrational autoionisation and the propensity for $\Delta v=-1$}

A Rydberg level $(n,v)$ of a diatomic molecule that lies above the threshold of the ion level $v-1$ decays, at leading order in the vibrational amplitude, with the width
\begin{equation}
\Gamma_{v\to v-1}=\frac{2\pi}{\nu_v^{3}}\,\mu'^{\,2}\,v\,x_0^{2}=\frac{\pi v\,\mu'^{\,2}}{m\omega\,\nu_v^{3}},\qquad x_0^2=\frac{1}{2m\omega},
\label{main}
\end{equation}
in atomic units. Here $x=R-R_e$, $\mu(x)$ is the fixed-nuclei quantum defect, primes are derivatives with respect to $x$ at $x=0$, $m$ and $\omega$ are the reduced mass and harmonic frequency of the ion, and $\nu_w=[2(E_w-E)]^{-1/2}$ is the effective quantum number below the threshold $E_w$. The preference for one quantum is a propensity, not a selection rule. Decay by two quanta is generally smaller by a factor of order $x_0^2$, and it takes over when channel $v-1$ is closed and $v-2$ is open, or when $\mu'$ vanishes and the anharmonicity is weak enough. One partial wave $l$ and one projection $\Lambda$ are kept; rotation and predissociation are neglected.

\subsection{Frame transformation}

Outside the core the electron moves in a Coulomb field. Let $f,g$ be the energy-normalised Coulomb pair, $f\to(2/\pi k)^{1/2}\sin\theta$ and $g\to-(2/\pi k)^{1/2}\cos\theta$ above threshold, with $\theta$ the Coulomb phase, and let $h^\pm=-g\pm if\propto e^{\pm i\theta}$. At fixed $x$ the solution regular at the origin has the extra phase $\pi\mu$, and inserting $h^\pm$ shows that
\begin{equation}
f\cos\pi\mu-g\sin\pi\mu=\frac{1}{2i}\left(e^{i\pi\mu}h^+-e^{-i\pi\mu}h^-\right).
\end{equation}
Near the core the kinetic energy of the electron is far larger than $\omega$. The nuclei are then static during a passage, $\mu$ changes little over an energy $\omega$, and $f,g$ at the core boundary are nearly the same in all vibrational channels. Under this assumption the fixed-$x$ solution times any function of $x$ is a solution in the inner region. Choosing $-2i\,e^{i\pi\mu(x)}\chi_{v'}(x)$, with $\chi_v$ the ion states, and expanding in the complete set $\chi_v$ gives
\begin{align}
\Psi_{v'}&=\chi_{v'}\left[h^--e^{2i\pi\mu(x)}h^+\right]=\sum_v\chi_v\left[h^-_v\delta_{vv'}-h^+_vS_{vv'}\right],\\
S_{vv'}&=\langle v|e^{2i\pi\mu(x)}|v'\rangle=\left[e^{2i\pi M}\right]_{vv'},\qquad M_{vv'}=\langle v|\mu|v'\rangle .
\end{align}
Beyond the boundary each $h^\pm_v$ is continued at its own channel energy $E-E_v$. The exponential form holds because, in a complete basis, the matrix of a function of $\mu(x)$ is that function of the matrix $M$. $M$ is real and symmetric, so $S$ is unitary. The weak energy dependence of $\mu$ is included by taking $M_{vv'}$ at $\epsilon=E-(E_v+E_{v'})/2$. This is a prescription: the coupling integral is symmetric in the two channel energies, so its expansion about their mean has no term linear in their difference.

\subsection{Closed channels and the pole}

Below threshold the growing parts of $f$ and $g$ are needed. The semiclassical form shows their structure. Let $\phi$ be $\pi/4$ plus the phase integral from the inner turning point to $r$, and $\phi'$ be $\pi/4$ plus that from $r$ to the outer one. The Coulomb phase integral with the Langer correction is $\pi(\nu-l-\tfrac12)$, so $\phi+\phi'=\gamma\equiv\pi(\nu-l)$, and
\begin{equation}
f\propto\sin\phi=\sin\gamma\cos\phi'-\cos\gamma\sin\phi',\qquad
g\propto-\cos\phi=-\cos\gamma\cos\phi'-\sin\gamma\sin\phi'.
\end{equation}
The function $\sin\phi'$ connects to the decaying solution and $\cos\phi'$ to the growing one. The growing part of $h^\pm$ therefore carries $\cos\gamma\pm i\sin\gamma=e^{\pm i\gamma}$. The exact pair below threshold is defined to have this property, which makes $\mu$ the defect of the Rydberg formula: a single channel is bound when $\sin(\gamma+\pi\mu)=0$, that is $\nu=n-\mu$.

In $\sum_{v'}\Psi_{v'}z_{v'}$ the incoming amplitudes are $z$ and the outgoing ones are $y=Sz$. Decay in a closed channel $w$ requires $e^{-i\gamma_w}z_w-e^{i\gamma_w}y_w=0$, or $y_w=e^{-2i\pi\nu_w}z_w$ since $l$ is an integer. Impose this on the set $Q$ of all closed channels except $v$, and let $P$ contain the open channels and $v$. With $D=\mathrm{diag}(e^{-2i\pi\nu_w})$, the condition $S_{QP}z_P+S_{QQ}z_Q=Dz_Q$ gives $z_Q$, and $y_P=S^{\rm eff}z_P$ with
\begin{equation}
S^{\rm eff}=S_{PP}-S_{PQ}\,(S_{QQ}-D)^{-1}S_{QP}.
\label{seff}
\end{equation}
For real $E$ this matrix is unitary: $\|y\|=\|z\|$ and $\|y_Q\|=\|z_Q\|$ imply $\|y_P\|=\|z_P\|$.

A resonance has no incoming wave in the open channels, so only $z_v$ is non-zero in $P$, and decay in channel $v$ requires $S^{\rm eff}_{vv}=e^{-2i\pi\nu_v}$. Write $S^{\rm eff}_{vv}=e^{L+2i\pi\mu_r}$ with $L=\ln|S^{\rm eff}_{vv}|\le0$. The logarithm divided by $2i\pi$ is
\begin{equation}
\nu_v(E)+\mu_r(E)-\frac{iL}{2\pi}=n .
\end{equation}
Let $E_r$ solve $\nu_v+\mu_r=n$ and put $E=E_r-i\Gamma/2$. With $d\nu/dE=\nu^3$, and with $dL/dE$ neglected beside $2\pi\nu^3$, the linear terms give $-\tfrac{i}{2}\Gamma(\nu_v^3+\dot\mu_r)=iL/2\pi$, where $\dot\mu_r=d\mu_r/dE$. Hence
\begin{equation}
\Gamma=\frac{-\ln|S^{\rm eff}_{vv}|^2}{2\pi(\nu_v^3+\dot\mu_r)},\qquad
1-|S^{\rm eff}_{vv}|^2=\sum_{v'\,\rm open}|S^{\rm eff}_{v'v}|^2 ,
\label{log}
\end{equation}
the second relation being unitarity. Only open channels give width. The outgoing amplitude in channel $v'$ is $S^{\rm eff}_{v'v}z_v$, and the flux $k|h^+|^2=2/\pi$ is the same in every channel, so the branching is proportional to $|S^{\rm eff}_{v'v}|^2$. For weak coupling and $|\dot\mu_r|\ll\nu_v^3$, $-\ln(1-p)\approx p$ and $\Gamma_{v\to v'}=|S^{\rm eff}_{v'v}|^2/(2\pi\nu_v^3)$. Since $\nu^{-3}$ is the level spacing, which is the angular frequency of the Kepler orbit, this is the number of core passages per unit time multiplied by the probability of escape in one passage.

\subsection{One quantum}

Write $\mu=\mu_0+\delta$ with $\delta=\mu'x+\tfrac12\mu''x^2+\dots$, so that
\begin{equation}
S=e^{2i\pi\mu_0}\left(1+2i\pi\delta-2\pi^2\delta^2+\dots\right).
\label{exp}
\end{equation}
To first order $|S^{\rm eff}_{v'v}|^2=4\pi^2|\delta_{v'v}|^2$ and $\Gamma_{v\to v'}=2\pi|\langle v'|\mu|v\rangle|^2/\nu_v^3$. For a harmonic ion $x=x_0(\hat b+\hat b^\dagger)$, whose only downward element is $\langle v-1|x|v\rangle=x_0\sqrt v$, and Eq.~(\ref{main}) follows. Terms quadratic in $x$, from $\mu''$, from $\delta^2$ and from the second term of Eq.~(\ref{seff}), change $v$ by an even number in the harmonic basis. Corrections to the $\Delta v=-1$ amplitude thus start at $x_0^3$, and the relative error of Eq.~(\ref{main}) is of order $x_0^2$ times squared inverse lengths such as $\pi\mu'$, $\mu''/\mu'$ and the Morse parameter $\alpha$. This estimate assumes that the level is isolated in the sense defined after Eq.~(\ref{norm}), that $\partial_\epsilon\mu\ll\nu^3$, and that $\mu'$ is taken at the mean channel energy.

The slope of $\mu$ measures the force that the electron exerts on the nuclei. For a fixed-nuclei level $\epsilon_n=-1/2\nu^2$ with $\nu=n-\mu(x,\epsilon_n)$, differentiation gives $d\epsilon_n/dx=-\nu^{-3}(\mu'+\partial_\epsilon\mu\; d\epsilon_n/dx)$, and the Hellmann--Feynman theorem equates $d\epsilon_n/dx$ with the mean of $\partial V/\partial x$, where $V$ is the electron--core interaction:
\begin{equation}
\langle n|\partial_xV|n\rangle=-\frac{\mu'}{\nu^3+\partial_\epsilon\mu}.
\label{hf}
\end{equation}
The density of levels is $\nu^3$, so the energy-normalised function is $\nu^{3/2}$ times the unit-normalised one, and near the core it has the same shape on both sides of threshold. For $\partial_\epsilon\mu\ll\nu^3$ this gives $\langle\epsilon|\partial_xV|n\rangle=-\mu'\nu^{-3/2}$, and the golden rule $2\pi|\langle v-1,\epsilon|x\,\partial_xV|v,n\rangle|^2$ reproduces Eq.~(\ref{main}).

\subsection{Two quanta}

Three terms contribute at order $x_0^2$. The curvature of $\mu$ acts through $\langle v-2|x^2|v\rangle=x_0^2\sqrt{v(v-1)}$. Anharmonicity gives $x$ itself a two-quantum element. The Morse potential $D_e(1-e^{-\alpha x})^2$ with $D_e\alpha^2=m\omega^2/2$ expands as $U=\tfrac12m\omega^2x^2+cx^3$, $c=-\tfrac12\alpha m\omega^2$. From $[H,x]=-ip/m$ and $[H,p]=i\,dU/dx$,
\begin{equation}
(E_a-E_b)^2x_{ab}=\omega^2x_{ab}+\frac{3c}{m}(x^2)_{ab}.
\label{heis}
\end{equation}
For $E_a-E_b=-2\omega$ this gives $x_{v-2,v}=(c/m\omega^2)(x^2)_{v-2,v}=-\tfrac12\alpha x_0^2\sqrt{v(v-1)}$. Together, $\delta_{v-2,v}=\tfrac12(\mu''-\alpha\mu')\,X_2$ with $X_2=x_0^2\sqrt{v(v-1)}$.

The third term is $\mu'x$ acting twice through $v-1$. If $v-1$ is open it lies in $P$, and Eq.~(\ref{exp}) contributes $-2\pi^2\mu'^2X_2=2i\pi\,(i\pi\mu'^2X_2)$. If $v-1$ is closed, Eq.~(\ref{seff}) adds
\begin{equation}
-\frac{(2i\pi\mu')^2X_2\,e^{4i\pi\mu_0}}{e^{2i\pi\mu_0}-e^{-2i\pi\nu_{v-1}}}
=e^{2i\pi\mu_0}\frac{4\pi^2\mu'^2X_2}{1-e^{-2i\beta}},\qquad\beta=\pi(\nu_{v-1}+\mu_0).
\end{equation}
Since $1/(1-e^{-2i\beta})=e^{i\beta}/(2i\sin\beta)=\tfrac12-\tfrac i2\cot\beta$, the part $+2\pi^2\mu'^2X_2$ cancels the term from Eq.~(\ref{exp}) and $2i\pi(-\pi\mu'^2X_2\cot\beta)$ remains. With $S^{\rm eff}_{v-2,v}=2i\pi e^{2i\pi\mu_0}a$,
\begin{equation}
\Gamma_{v\to v-2}=\frac{2\pi|a|^2}{\nu_v^3},\qquad
a=X_2\times\begin{cases}\tfrac12(\mu''-\alpha\mu')+i\pi\mu'^2,& v-1\ \text{open},\\[2pt]
\tfrac12(\mu''-\alpha\mu')-\pi\mu'^2\cot\beta,& v-1\ \text{closed}.\end{cases}
\label{two}
\end{equation}
In numerical work $\mu_0$ in $\beta$ is replaced by $M_{v-1,v-1}$, which differs from it at order $x_0^2$. With both channels open,
\begin{equation}
\frac{\Gamma_{v\to v-2}}{\Gamma_{v\to v-1}}=(v-1)\,x_0^2\left[\tfrac14\left(\frac{\mu''}{\mu'}-\alpha\right)^2+\pi^2\mu'^2\right].
\label{ratio}
\end{equation}
The two terms are in quadrature and cannot cancel. With $v-1$ closed both are real, so at this order the width vanishes at one value of $\cot\beta$ and is enhanced near each level of the $v-1$ series, where $\sin\beta\to0$ and the expansion fails. The same algebra for the diagonal element shows that a closed neighbour $w=v\pm1$ adds $-\pi\mu'^2x_{vw}^2\cot\beta_w$ to $\mu_r$. With $d\beta_w/dE=\pi\nu_w^3$ its share of the denominator in Eq.~(\ref{log}) is
\begin{equation}
\frac{\dot\mu_r}{\nu_v^3}=\frac{\pi^2\mu'^2x_{vw}^2}{\sin^2\beta_w}\left(\frac{\nu_w}{\nu_v}\right)^3 ,
\label{norm}
\end{equation}
and strong mixing with that neighbour is absent only when this is small. That alone is not sufficient. The amplitude that reaches an open channel through $w$ contains $\cot\beta_w$ without the factor $(\nu_w/\nu_v)^3$, so a high level can have its width changed by a nearby low level of series $v+1$ even when Eq.~(\ref{norm}) is small. A level of a more distant closed series, such as $v+2$, can also coincide with the one considered. The level is called isolated when Eq.~(\ref{norm}) is small for each closed neighbour and $\sin\beta_w$, with $\beta_w=\pi(\nu_w+\mu_0)$, is not close to zero for any other closed series or for these neighbours. How close is harmful depends on the series: the path through $w=v+k$ changes the $\Delta v=-1$ amplitude by a relative amount of order $x_0^{2k}\cot\beta_w$, so the tolerance narrows quickly with $k$ and a distant series matters only at a near coincidence.

\subsection{Sizes in a solvable model}

The model is a $p$ electron in $-1/r-(A-Bx-Cx^2)e^{-r/r_c}$ coupled to the eight lowest levels of a Morse oscillator, with $m=0.5$~u, $\omega=0.26$~eV, $\alpha=0.8$~\AA$^{-1}$, $A=20$~eV, $B=25$~eV/\AA, $C=0$ and $r_c=0.5$~\AA. The defect $\mu(x,\epsilon)$ is fitted to fixed-$x$ bound levels. The reference uses no quantum defect: complex rotation of the coupled equations gives $E_r-i\Gamma/2$. For partial widths, the open-channel function obeys $(\epsilon-h)u_{v'}=s_{v'}$, with $h$ the Coulomb Hamiltonian and $s_{v'}=\sum_wV_{v'w}u_w$. The outgoing Green function $-\pi f(r_<)h^+(r_>)$ gives $u_{v'}\to-\pi h^+\int fs_{v'}dr$, whose flux is $2\pi|\int fs_{v'}dr|^2$. The program and its output follow this text.

Here $x_0=0.1268$~\AA, and at threshold $\mu_0=0.142$ and $\mu'=-0.181$~\AA$^{-1}$, so $\pi|\mu'|x_0=0.072$ and $\alpha x_0=0.101$. The curvature comes out nearly zero, $\mu''=0.0004$~\AA$^{-2}$, so in this model the direct two-quantum term is almost pure anharmonicity. Equation~(\ref{hf}) is tested to a relative $10^{-4}$ at $n=8$, where both sides are $1.0281\times10^{-2}$~eV/\AA. With the binding energy $\epsilon_b=1/2\nu^2$ one has $\nu^{-3}=2\epsilon_b/\nu$, which puts widths directly in eV.

For $(n,v)=(8,1)$, with $\mu'$ at the mean channel energy,
\begin{equation}
\Gamma=4\pi\,(0.18217\times0.12680)^2\times\frac{0.21981\ \text{eV}}{7.8675}=1.873\times10^{-4}\ \text{eV}.
\end{equation}
The full frame transformation gives $1.902\times10^{-4}$~eV and the coupled channels $1.901\times10^{-4}$~eV, a lifetime of 3.5~ps. The formula is 1.5\% below the coupled value; the Morse element $\langle0|x|1\rangle=0.12745$~\AA\ in place of $x_0$ raises it by $(0.12745/0.12680)^2=1.010$. For $(8,2)$ the coupled $2\to1$ width is $3.821\times10^{-4}$~eV, 2.01 times that of $(8,1)$, against the factor $v=2$. The formula, $3.74\times10^{-4}$~eV, is 2.2\% below it, and the Morse element supplies $0.18118^2/(2\times0.12680^2)=1.021$.

In the two-quantum numbers below, $\mu'^2$ in the sequential term is the product of the slopes at the mean channel energies of the two steps, $2\to1$ and $1\to0$, and the direct term is taken at $\epsilon=E-E_1$. For $(8,2)$, $2\to0$, $|a|^2=2(0.12680)^4(0.07269^2+0.10317^2)=8.24\times10^{-6}$, and $\Gamma=4\pi|a|^2\times0.21943/7.8742=2.88\times10^{-6}$~eV, 4.9\% below the coupled $3.03\times10^{-6}$~eV. One third of $|a|^2$ is direct and two thirds sequential. The ratio of $2\to0$ to $2\to1$ is 0.0077 from the formulas and 0.0079 from the coupled channels.

Channel $v=1$ is open to the $v=2$ series only for $\nu>7.39$. The level $(6,2)$ has $\nu=5.866$ and must lose two quanta. With $\cot\beta=-1.2394$ the bracket is $0.07321+0.10474\times1.2394=0.2030$~\AA$^{-2}$, so $|a|^2=2(0.12680)^4(0.2030)^2=2.13\times10^{-5}$ and $\Gamma=4\pi|a|^2\times0.39535/5.8664=1.80\times10^{-5}$~eV. This is 6.0\% above the coupled $1.70\times10^{-5}$~eV, a lifetime of 39~ps against 1.7~ps for $(8,2)$. The bracket would vanish at $\cot\beta=0.07321/0.10474=0.70$. The level is not well isolated: $\dot\mu_r/\nu^3=0.145$, of which Eq.~(\ref{norm}) with $w=1$ gives $2\pi(0.10474)(0.12680)^2(1+1.2394^2)(9.652/5.866)^3=0.12$. The remainder is accounted for by $w=3$, about 0.014, and by a nearby level of the $v=4$ series ($\sin\beta_4\approx0.16$), about 0.01. Dividing by $1.145$ alone leaves the formula 7\% below the coupled value, so other corrections of the same order and opposite sign are present; they are not separated here. The full frame transformation contains them and lies 0.2\% above the coupled value.

With $m=8$~u and $\omega=0.25$~eV, $x_0=0.03233$~\AA\ and $x_0^2$ is 15 times smaller. The four formula errors relative to the coupled widths fall from $-1.5$, $-2.2$, $-4.9$ and $+6.0$\% to about $-0.1$, $-0.15$, $-0.3$ and $+0.1$\%. The first three fall by factors of 13 to 18, in line with a relative error of order $x_0^2$. The fourth falls faster, by a factor of about 50; the cause is not examined here. The program asserts agreement in the heavy case to 3\% for one quantum and 4\% for two.

A vanishing slope can reverse the propensity. In the heavy case with $B=0$ and $C=25$~eV/\AA$^2$, $\mu$ is even in $x$ and both amplitudes come from $\tfrac12\mu''x^2$. Equation~(\ref{heis}) with $a=b$ gives $x_{vv}=\tfrac32\alpha x_0^2(2v+1)$, so
\begin{equation}
(x^2)_{12}=x_{12}(x_{11}+x_{22})+x_{10}x_{02}+x_{13}x_{32}=\sqrt2\,\alpha x_0^3\left(12-\tfrac12-\tfrac32\right),
\end{equation}
against $(x^2)_{02}=\sqrt2x_0^2$. The predicted ratio of $2\to0$ to $2\to1$ is $(10\alpha x_0)^{-2}=(0.2586)^{-2}=15.0$, and the coupled channels give 14.7. The reversal needs $10\alpha x_0<1$; for the light model, with $\alpha x_0=0.101$, the same estimate gives a ratio near 1, so the two branches would be comparable.

\subsection{Practice}

Check first which thresholds lie below the level, since the smallest allowed $|\Delta v|$ is set by $1/2\nu_v^2<E_v-E_{v'}$. Evaluate Eq.~(\ref{norm}) for each closed neighbouring series, and check that no closed series $w$ has a level close by, where $\sin\beta_w$ is near zero. If the level is isolated in this sense, $v-1$ is open, and $\pi\mu'x_0$, $(\mu''/\mu')x_0$ and $\alpha x_0$ are small, Eq.~(\ref{main}) is adequate, and for the two $n=8$ levels above most of its residual error is removed by the anharmonic element $\langle v-1|x|v\rangle$. Equation~(\ref{ratio}) then estimates the two-quantum branch. These statements hold for one $l$ and one $\Lambda$ without rotation or predissociation. In a real molecule they require the rotational splittings of the ion to be small beside $\nu^{-3}$, which fails for light molecules at moderate $n$: for $m=0.5$~u and $R_e=2$~bohr the $N^+=0$ to $2$ splitting is 0.022~eV, against $\nu^{-3}=0.056$~eV at $\nu=7.9$, and the two are equal near $\nu=11$. A rotational frame transformation then mixes the slopes of different $\Lambda$; for a $p$ electron with $J=1$ and small defects, the $N^+=0\to0$ branch has $(\mu'_\sigma+2\mu'_\pi)/3$ in place of $\mu'$. Where $R_e$ is near an extremum of $\mu(R)$, use $\langle v'|\mu|v\rangle$ by quadrature rather than the linear term. For forced $\Delta v=-2$ decay, or near a level of another series, solve the pole condition with Eq.~(\ref{seff}), because the width depends on $\cot\beta$ and so on the exact level position.

The reaction-matrix form is equivalent in a complete vibrational basis, where $K=\langle v|\tan\pi\mu|v'\rangle$ equals $\tan\pi M$, the form used for the number below. It gives solutions $fz-gKz$, whose growing part $\sin\gamma\,z_c+\cos\gamma\,(Kz)_c$ must vanish, so $K^{\rm phys}=K_{oo}-K_{oc}(K_{cc}+\tan\pi\nu)^{-1}K_{co}$ for open ($o$) and closed ($c$) sets. For one open channel the resonant factor $(E-E_r-i\Gamma/2)/(E-E_r+i\Gamma/2)$ of $(1+iK^{\rm phys})/(1-iK^{\rm phys})$ has phase derivative $4/\Gamma$ at $E_r$; for $(8,1)$ this gives $1.902\times10^{-4}$~eV, tested against the pole to a relative $10^{-3}$. The matrix $M$ is the safer input, because $\tan\pi\mu(x)$ is singular wherever $\mu$ passes a half-integer.

\section*{Table of computed values}
\begin{verbatim}
input: m = 0.5 u, omega = 0.26 eV, alpha = 0.8 1/A
input: A = 20.0 eV, B = 25.0 eV/A, a = 0.5 A
x0 = 0.12680 A, omega*xe = 0.002675 eV, alpha*x0 = 0.1014
E1-E0 = 0.25465 eV, E2-E1 = 0.24930 eV
smallest nu with v=1 open below v=2: 7.388
<0|x|1> = 0.12745 A, <1|x|2> = 0.18118 A
<0|x|2> = -0.00924 A, formula -0.00909 A
threshold: mu = 0.14182, dmu/deps = -0.00560 1/eV
threshold: mu1 = -0.18145 1/A, mu2 = 0.00040 1/A^2
pi*|mu1|*x0 = 0.0723
n=8: <dV/dx> = 1.028088e-02 eV/A, from mu1 1.028079e-02 eV/A
(8,1): nu FT = 7.86746, nu coupled = 7.86743, binding = 0.21981 eV
(8,1): total width FT = 1.9017e-04 eV, coupled = 1.9012e-04 eV
(8,1): lifetime = 3.462 ps, (dmu_r/dE)/nu^3 = 0.0033
(8,2): nu FT = 7.87423, nu coupled = 7.87419, binding = 0.21943 eV
(8,2): total width FT = 3.8523e-04 eV, coupled = 3.8512e-04 eV
(8,2): lifetime = 1.709 ps, (dmu_r/dE)/nu^3 = 0.0055
(6,2): nu FT = 5.86641, nu coupled = 5.86637, binding = 0.39535 eV
(6,2): total width FT = 1.7048e-05 eV, coupled = 1.7017e-05 eV
(6,2): lifetime = 38.68 ps, (dmu_r/dE)/nu^3 = 0.1452
(8,1): mu1 used = -0.18217 1/A, formula width = 1.8732e-04 eV
(8,1): width from time delay = 1.9017e-04 eV
(8,2): mu1 used = -0.18218 1/A
(8,2) 2->1: formula 3.7375e-04, FT 3.8219e-04, coupled 3.8212e-04 eV
(8,2) 2->0: formula 2.8835e-06, FT 3.0352e-06, coupled 3.0325e-06 eV
(8,2): (mu2-alpha*mu1)/2 = 0.07269 1/A^2, pi*mu1^2 = 0.10317 1/A^2
(8,2): ratio 2->0 / 2->1 formula 0.0077, coupled 0.0079
coupled ratio (8,2; 2->1)/(8,1; 1->0) = 2.0098
(6,2): nu in v=1 = 9.6519, cot(beta) = -1.2394
(6,2): (mu2-alpha*mu1)/2 = 0.07321 1/A^2, pi*mu1^2 = 0.10474 1/A^2
(6,2) 2->0: formula width = 1.8044e-05 eV
formula/coupled, order (8,1), (8,2) 2->1, (8,2) 2->0, (6,2):
  base  0.9852 0.9781 0.9508 1.0604
  heavy 0.9989 0.9985 0.9972 1.0012
heavy: m = 8.0 u, omega = 0.25 eV, x0 = 0.03233 A
zero slope (heavy): B = 0.0 eV/A, C = 25.0 eV/A^2, mu2 = -0.36289 1/A^2
zero slope (8,2): 2->0 2.5193e-08 eV (formula 2.5278e-08 eV), 2->1 1.7156e-09 eV
zero slope ratio 2->0 / 2->1 = 14.68
\end{verbatim}
